# Bulge pressure of a long clamped film: residual stress and plane-strain modulus

An iron film 500 nm thick, stretched over a slot 2 mm wide, needs 646.5 Pa in the membrane model to rise by 10 µm at its centre line and 2172.2 Pa to rise by 20 µm. Doubling the deflection multiplies the pressure by 3.36. A film of fixed tension would give a factor of 2, and an initially stress-free film a factor of 8. In the membrane model, the intermediate factor reflects two sources of tension: the residual stress, present from the start, and the stretching caused by the deflection. The pressure law that separates them is

$$p=\frac{2\sigma_0 t}{a^2}\,h+\frac{4Mt}{3a^4}\,h^3,\qquad M=\frac{E}{1-\nu^2}. \tag{1}$$

## 1. Geometry and assumptions

The film has thickness $t$ and covers a window of width $2a$ and length $2b$, with $b\gg a$. The $x$ axis runs across the width, $y$ along the length and $z$ upward. A uniform pressure difference $p$ pushes the film upward, and $h$ is the rise of the centre line. The edges are fixed to a rigid frame.

Before loading, the film is flat and carries a tensile stress $\sigma_0>0$ along $x$. It may carry a different stress along $y$. Strain $\varepsilon$ is measured from this flat, prestressed state, and stress is referred to the initial thickness, so the tension per unit length along $y$ is $N=t\sigma_x$. The film is isotropic and linear elastic with Young modulus $E$ and Poisson ratio $\nu$. Bending stiffness is left out until Section 6.

Far from the ends, every cross-section deforms alike and the frame prevents extension along $y$. Hence $\Delta\varepsilon_y=0$, which is the plane-strain condition. Loading changes the pressure on the faces by at most $p$, here a few kPa against in-plane stresses of many MPa, so $\Delta\sigma_z$ is set to zero. Hooke's law for the changes from the flat state reads

$$\Delta\varepsilon_y=\frac{\Delta\sigma_y-\nu\Delta\sigma_x}{E}=0
\;\Rightarrow\;\Delta\sigma_y=\nu\Delta\sigma_x,$$

$$\varepsilon=\frac{\Delta\sigma_x-\nu\Delta\sigma_y}{E}
=\frac{1-\nu^2}{E}\,\Delta\sigma_x .$$

Therefore

$$\sigma_x=\sigma_0+M\varepsilon,\qquad N=t(\sigma_0+M\varepsilon). \tag{2}$$

The suppressed contraction along $y$ makes the film stiffer than a free strip, by the factor $1/(1-\nu^2)$. The residual stress along $y$ does not enter, because the deflected film is curved only across its width.

## 2. Equilibrium makes the section a circular arc

Let $s$ be arc length across the deflected film and $\phi$ the angle of its tangent to the $x$ axis. The unit tangent is $\mathbf e_t=(\cos\phi,\sin\phi)$ and the upward normal is $\mathbf e_n=(-\sin\phi,\cos\phi)$, so $d\mathbf e_t/ds=(d\phi/ds)\,\mathbf e_n$. The forces on an element $ds$, per unit length along $y$, balance when

$$\frac{d}{ds}(N\mathbf e_t)+p\,\mathbf e_n=0 .$$

The product rule gives the two components

$$\frac{dN}{ds}=0,\qquad N\frac{d\phi}{ds}+p=0. \tag{3}$$

Pressure has no tangential component, so the tension is uniform. The angle then falls at the constant rate $p/N$ from left to right. Constant curvature means a circular arc, whose radius $R$ obeys

$$p=\frac{N}{R}. \tag{4}$$

No small slope has been assumed. By (2), a uniform $N$ in a uniform film also means a uniform strain.

## 3. Radius and elongation

The centre of the circle lies a distance $R-h$ below the window plane. Pythagoras' theorem at the edge gives

$$R^2=a^2+(R-h)^2\;\Rightarrow\;2Rh=a^2+h^2
\;\Rightarrow\;R=\frac{a^2+h^2}{2h}. \tag{5}$$

Let $\theta$ be half the angle subtended by the arc and $r=h/a$. Since $\sin\theta=a/R$ and $1-\cos\theta=h/R$,

$$\tan\frac{\theta}{2}=\frac{1-\cos\theta}{\sin\theta}=\frac{h}{a}=r,
\qquad \theta=2\arctan r .$$

The film, initially $2a$ wide, now has length $2R\theta$. Its elongation is

$$\varepsilon=\frac{R\theta}{a}-1=\frac{(1+r^2)\arctan r}{r}-1. \tag{6}$$

With $\arctan r/r=1-r^2/3+r^4/5-\dots$, multiplication by $1+r^2$ gives

$$\varepsilon=\left(1-\tfrac13\right)r^2+\left(\tfrac15-\tfrac13\right)r^4+\dots
=\tfrac23r^2-\tfrac{2}{15}r^4+\dots \tag{7}$$

The stretching is quadratic in the deflection because raising or lowering the film lengthens it equally.

## 4. The pressure law and its first correction

Equations (2), (4) and (5) combine into a law for any arc height, within the linear relation (2):

$$p=\frac{2ht}{a^2+h^2}\,(\sigma_0+M\varepsilon). \tag{8}$$

To expand it, write the prefactor as $(2t/a)\,r(1-r^2+r^4-\dots)$ and insert (7):

$$p=\frac{2t}{a}\left[\sigma_0r+\left(\tfrac23M-\sigma_0\right)r^3
+\left(\sigma_0-\tfrac45M\right)r^5+\dots\right]. \tag{9}$$

The fifth-order coefficient of $M$ is $-\frac{2}{15}-\frac23=-\frac45$. For $r\ll1$ and $\sigma_0\ll M$, (9) becomes (1).

The cubic coefficient is thus not purely elastic. The term $-\sigma_0$ arises because the radius in (5) is larger than the shallow value $a^2/2h$. Its exact size depends on the convention in (2): defining the modulus differently in the prestressed state can shift $M$ by an amount of order $\sigma_0$. Such shifts are unimportant when $\sigma_0/M$ is small, here $2.3\times10^{-4}$.

A chain of 80 elastic segments under pressure tests these statements without assuming an arc or uniform tension. Its equilibrium was found numerically, with the pressure following the rotating segments.

- For $\sigma_0/M=0.1$ and $pa/(Mt)=0.0875$, the chain rises to $r=0.3000$. Its tension is uniform to within one part in $10^4$, its nodes lie on a circle, and (8) reproduces the load to within 0.1 %. At this height (1) gives a pressure 9.7 % too high.
- For $\sigma_0/M=0.1$ and $pa/(Mt)=0.01$, the quantity $[pa/(2Mtr)-\sigma_0/M]/r^2$ is 0.5649. The cubic coefficient in (9), divided by $M$, is 0.5667, while the purely elastic value would be 0.6667. The remaining difference agrees with the fifth-order term, which contributes about $-0.7r^2\approx-0.0017$ at $r\approx0.05$.

## 5. Two regimes and the inverse law

The two terms of (1) are equal at

$$h_*=a\sqrt{\frac{3\sigma_0}{2M}}. \tag{10}$$

Well below $h_*$ the film has nearly constant tension, and $h\simeq pa^2/(2\sigma_0t)$. Well above it, stretching supplies most of the tension, and $h\simeq[3pa^4/(4Mt)]^{1/3}$. With $u=h/h_*$, (1) is proportional to $u+u^3$, so its local power is

$$\frac{d\ln p}{d\ln h}=\frac{1+3u^2}{1+u^2}. \tag{11}$$

This rises from 1 to 3 and equals 2 at the crossover.

To find deflection from pressure, divide (1) by $4Mth_*^3/(3a^4)$:

$$u^3+u=P,\qquad P=\frac{3pa^4}{4Mth_*^3}.$$

Put $u=(2/\sqrt3)\sinh\psi$. The left side becomes $\frac{2}{3\sqrt3}(4\sinh^3\psi+3\sinh\psi)=\frac{2}{3\sqrt3}\sinh3\psi$. Hence

$$h=\frac{2h_*}{\sqrt3}\sinh\left[\frac13\operatorname{arsinh}\left(\frac{3\sqrt3}{2}P\right)\right]. \tag{12}$$

For $\sigma_0>0$ this is the one real solution, since $u^3+u$ increases steadily.

**Iron film.** The inputs are $E=200$ GPa, $\nu=0.30$, $\sigma_0=50$ MPa, $t=500$ nm, $a=1$ mm and $b=5$ mm. Then $M=200/(1-0.09)=219.8$ GPa and $h_*=18.47$ µm. At $h=20$ µm,

$$p_1=\frac{2(50\times10^6)(5\times10^{-7})(2\times10^{-5})}{(10^{-3})^2}
=1000\ \text{Pa},$$

$$p_3=\frac{4(219.8\times10^9)(5\times10^{-7})(2\times10^{-5})^3}{3(10^{-3})^4}
=1172\ \text{Pa}.$$

The total is 2172 Pa, or 16.29 Torr. At 10 µm the terms are 500 and 146.5 Pa. Doubling $h$ doubles the first and multiplies the second by eight, which accounts for the factor 3.36.

The radius is 25.01 mm, the added strain $2.667\times10^{-4}$ and the membrane stress 108.6 MPa. The small strain more than doubles the stress because $M$ is so much larger than $\sigma_0$. Replacing (1) by (8) changes the pressure by only $-0.044$ %. Under the pressure given by (1), the chain rises by 20.005 µm instead of 20 µm.

## 6. Bending near the clamped edges

A membrane meets the frame at an angle, whereas a clamped plate must meet it with zero slope. For small slopes, a plate with stiffness $D=Mt^3/12$ obeys

$$Dw''''-Nw''=p,\qquad w(\pm a)=w'(\pm a)=0, \tag{13}$$

where $w(x)$ is the rise and primes denote $d/dx$. A particular solution is $p(a^2-x^2)/(2N)$. The even homogeneous solutions are a constant and $\cosh kx$, with $k=\sqrt{N/D}$. The condition $w(\pm a)=0$ fixes the constant:

$$w=\frac{p}{2N}(a^2-x^2)+C(\cosh kx-\cosh ka).$$

Zero edge slope requires $-pa/N+Ck\sinh ka=0$, so $C=pa/(Nk\sinh ka)$. Put $\kappa=ka$ and use $(\cosh\kappa-1)/\sinh\kappa=\tanh(\kappa/2)$. At the centre,

$$h=\frac{pa^2}{2N}\left[1-\frac{2}{\kappa}\tanh\frac{\kappa}{2}\right],
\qquad \kappa=\frac at\sqrt{\frac{12\sigma_x}{M}}. \tag{14}$$

Bending acts mainly in edge layers of width $1/k=a/\kappa$. At the residual stress $\kappa=104.5$, so bending lowers the small-pressure deflection by 1.91 %.

At larger deflection the tension must be found together with the shape. For small slopes the local strain is $v'+w'^2/2$, where $v$ is the displacement along $x$. It is uniform because $N$ is uniform, and $v$ vanishes at both edges. Averaging over the width therefore gives

$$N=t\left[\sigma_0+\frac{M}{2a}\int_{-a}^{a}\frac{w'^2}{2}\,dx\right]. \tag{15}$$

Solving (13) and (15) together at $h=20$ µm gives 2196.9 Pa, which is 1.14 % above (1). The finite-slope terms dropped in (13) and (15) lower this by about 1 Pa, the same size as the arc-height correction of Section 5.

The edge stress changes much more. Differentiating $w$ twice gives $w''(a)=(p/N)(\kappa\coth\kappa-1)$, and the surface bending stress is $Mtw''(a)/2$. For $\kappa\gg1$, $w''(a)\simeq pak/N$. With $pa/N\simeq2h/a$ and $k=\sqrt{12\sigma_x/M}/t$,

$$\sigma_{\rm bend}\simeq\frac{2h}{a}\sqrt{3M\sigma_x}. \tag{16}$$

At fixed $h/a$ and $\sigma_x$, this does not depend on thickness: a thinner film bends more sharply in proportion. The full expression gives 340 MPa at 20 µm, three times the membrane stress. It adds tension on the pressurised face at the edge, where the surface stress reaches 449 MPa. If the residual stress is equal along $x$ and $y$, the von Mises stress there is 393 MPa, below the rough yield strength of 600 MPa taken for this film. This margin belongs to the low residual stress of the example: at the same deflection the elastic von Mises stress at the edge is about 590 MPa for $\sigma_0=150$ MPa and about 845 MPa for $\sigma_0=300$ MPa, where the edge would yield. A check of the membrane stress alone would miss the most heavily loaded place.

## 7. Obtaining stress and modulus from data

Dividing (1) by $h$ gives a straight line in $h^2$:

$$\frac ph=A+Bh^2,\qquad
\sigma_0=\frac{Aa^2}{2t},\qquad M=\frac{3Ba^4}{4t}. \tag{17}$$

The measurement yields $M$; separating $E$ from $\nu$ needs other information. For fixed $A$ and $B$, small errors in the dimensions enter as

$$\frac{\delta\sigma_0}{\sigma_0}=2\frac{\delta a}{a}-\frac{\delta t}{t},\qquad
\frac{\delta M}{M}=4\frac{\delta a}{a}-\frac{\delta t}{t}.$$

A 1 % error in width therefore produces a 4 % error in modulus. A constant pressure offset $p_0$ adds $p_0/h$ to the left side of (17) and bends the line at small $h$. Fitting $p=p_0+Ah+Bh^3$ removes such an offset. It does not remove an error in the zero of height: for this film, with heights from 4 to 20 µm read 0.1 µm too large, (17) gives $\sigma_0$ 2.2 % too low, and the three-parameter fit still leaves errors of about $-1.0$ % in $\sigma_0$ and $-0.8$ % in $M$.

Bending biases the result even with noiseless data. Nine plate pressures from (13) and (15), at equal steps from 4 to 20 µm, were fitted with (17). The fit gives $\sigma_0=50.98$ MPa and $M=220.8$ GPa, which are 1.96 % and 0.45 % above the inputs. These are small-slope values; with finite slopes kept, the modulus bias falls to about 0.36 % and the stress bias is unchanged.

The sizes of both biases follow from (14) and (15). For large $\kappa$, $p\simeq(2Nh/a^2)(1+2/\kappa)$, so the membrane law reads an apparent stress that is too high by

$$\frac{2\sigma_x}{\kappa}=\frac ta\sqrt{\frac{M\sigma_x}{3}}. \tag{18}$$

This is 0.96 MPa at $\sigma_x=50$ MPa, close to the fitted excess of 0.98 MPa. Subtracting (18), evaluated with the fitted values, removes most of the bias in $\sigma_0$.

At 108.6 MPa the excess is 1.41 MPa, an increase of 0.45 MPa. The edge layers also reduce the stretching. With $\xi=x/a$ and $\delta=1/\kappa$, the slope on the right half is proportional to $\xi-e^{-(1-\xi)/\delta}$. The mean of its square is $\frac13-2\delta+\frac12\delta=\frac13(1-\frac92\delta)$ to first order in $\delta$. Keeping $h$ fixed multiplies this by $(1+2\delta)^2\simeq1+4\delta$, leaving a relative strain reduction $\delta/2$. Here $\kappa\simeq154$, so the added stress of 58.6 MPa falls by about 0.19 MPa. The net increase, 0.26 MPa out of 58.6 MPa, is about 0.4 %, close to the fitted modulus bias of 0.45 %.

## 8. Finite window length

For small deflection and equal tension $N$ along $x$ and $y$, a membrane obeys $N\nabla^2w=-p$. The infinite-strip profile $p(a^2-x^2)/(2N)$ satisfies this equation but does not vanish at $y=\pm b$. Expand it in $\cos k_nx$, with $k_n=(2n+1)\pi/(2a)$. Two integrations by parts, using $\cos k_na=0$, give

$$\int_{-a}^{a}(a^2-x^2)\cos k_nx\,dx=\frac{4(-1)^n}{k_n^3}.$$

Each coefficient is this integral times $p/(2Na)$. Subtracting each term multiplied by $\cosh k_ny/\cosh k_nb$ cancels the profile at the ends and leaves the equation satisfied. Relative to $pa^2/(2N)$, the centre deflection is lowered by

$$\frac{32}{\pi^3}\sum_{n=0}^{\infty}\frac{(-1)^n}{(2n+1)^3\cosh[(2n+1)\pi b/(2a)]}. \tag{19}$$

For $b/a=5$ the loss is 0.080 %. It is sensitive to the assumption of equal tension: it is 0.8 % if the tension along $y$ is twice that along $x$. This estimate does not cover in-plane displacements near the ends at large deflection.

## 9. The iron film beside a real one

The material values are rough typical ones for polycrystalline iron on a silicon frame. The residual stress of a deposited metal film depends on how the film was made and can reach several hundred MPa, so 50 MPa is only an example. The modulus depends on the orientation of the grains. With rough crystal constants $C_{11}=230$, $C_{12}=135$ and $C_{44}=117$ GPa, a film whose grains all have a (110) plane parallel to the surface, with random in-plane directions and equal strain in all grains, would have $M=255$ GPa. Equal strain overestimates the stiffness of a polycrystal, so this is an upper estimate. It is 16 % above 219.8 GPa and would raise the cubic term at 20 µm from 1172 to about 1360 Pa. Part of this difference comes from the averaging rule and the rough inputs, not from the texture: randomly oriented grains under the same rule give about 230 GPa, and the (110) texture with equal stress in all grains gives the lower estimate 228 GPa, 4 % above 219.8 GPa. For a single (110) crystal, $M$ ranges from 169 to 298 GPa with direction. The residual stress also changes with temperature. Equal strains along $x$ and $y$ produce stress through $E/(1-\nu)$, so expansion coefficients of 12.0 ppm/K for the film and 2.6 ppm/K for the frame give a loss of 2.69 MPa per kelvin of heating, or 5.4 % of $\sigma_0$. With the equal-strain stiffness of the (110) texture the loss would be about 3.1 MPa per kelvin. A magnetostrictive strain of 10 ppm corresponds to a stress scale of 2.2 MPa, so a change of magnetic state during the measurement could also matter. The film's weight, 0.039 Pa, is negligible here.

For this film, then, temperature control and knowledge of texture matter more than the arc-height correction. Equation (1) also assumes a film that starts flat and without slack, which residual tension along both $x$ and $y$ secures. Tension along $x$ alone is not enough, because compression along $y$ can wrinkle the film. Without tension, a film of negligible bending stiffness has no restoring force to keep it flat, and slack or wrinkles invalidate the reference length in (6). Yielding at the edges would invalidate the elastic edge stress (16). The full set of values is in the numerical output below.

## Numbers as computed

```
Young modulus (rough)        200 GPa
Poisson ratio (rough)        0.30
residual stress              50 MPa
film thickness               500 nm
half width a                 1.0 mm
half length b                5.0 mm
plane-strain modulus M       219.8 GPa
ratio s0/M                   2.275e-04
h (um): linear, cubic, total pressure (Pa)
     5:   250.0    18.3   268.3
    10:   500.0   146.5   646.5
    15:   750.0   494.5  1244.5
    20:  1000.0  1172.2  2172.2
total at 20 um               16.29 Torr
crossover deflection         18.47 um
radius of curvature, 20 um   25.01 mm
added strain, 20 um          2.667e-04
membrane stress, 20 um       108.6 MPa
chain deflection, same load  20.005 um
high-arc chain h/a           0.3000
simple-law excess there      9.7 %
chain cubic coeff, s0/M=0.1  0.5649
2/3 - s0/M for that chain    0.5667
arc-height change of p       -0.044 %
kappa at residual stress     104.5
bending loss of h, small p   1.91 %
plate pressure at 20 um      2196.9 Pa
bending change of p, 20 um   1.14 %
fitted residual stress       50.98 MPa
fitted modulus M             220.8 GPa
bias of residual stress      1.96 %
bias of modulus              0.45 %
edge bending stress, 20 um   340 MPa
edge surface stress, 20 um   449 MPa
edge von Mises stress        393 MPa
yield strength (rough)       600 MPa
finite-length loss of h      0.080 %
C11, C12, C44 (rough)        230, 135, 117 GPa
M, (110) fibre texture       255 GPa
M, (110) crystal, lowest     169 GPa
M, (110) crystal, highest    298 GPa
expansion, film (rough)      12.0 ppm/K
expansion, frame (rough)     2.6 ppm/K
stress loss on heating       2.69 MPa/K
same, share of s0            5.4 %/K
magnetostriction (rough)     10 ppm
magnetostrictive stress      2.2 MPa
film weight per area         0.039 Pa
```
